# Resistivity from Partially Reflecting Grain Boundaries in Silicide Films

Q: A silicide film has grain boundaries in many orientations. Why consider those normal to the current and leave out the rest?

A: Take a flat boundary that reflects specularly, and let the current flow along $x$. A boundary containing the $x$ axis reverses a velocity component perpendicular to $x$ and leaves $v_x$ unchanged. In a spherical band it therefore does not degrade the current. A boundary normal to $x$ reverses $v_x$ itself. An oblique boundary alters $v_x$ in part; I leave such boundaries out to keep the problem one-dimensional. The model is a metal crossed by identical planes normal to $x$, a distance $D$ apart. The band is parabolic with mass $m$ and Fermi wavenumber $k_F$. Bulk scattering is elastic and isotropic, with relaxation time $\tau$, mean free path $\lambda=v_F\tau$ and resistivity $\rho_0$.

Q: "Partially reflecting" is vague. A carrier at grazing incidence surely does not see the same boundary as one arriving head-on.

A: It does not, so a barrier must be specified. I take the potential energy $S\,\delta(x)$. The wavevector parallel to the plane is conserved, which leaves a one-dimensional problem with $k=k_F\mu$, where $0<\mu\le1$ is the magnitude of the direction cosine along $x$. The wave is $e^{ikx}+re^{-ikx}$ on the left and $te^{ikx}$ on the right. Continuity gives $1+r=t$. Integrating the Schrödinger equation across the barrier gives the jump in slope:

$$ikt-ik(1-r)=\frac{2mS}{\hbar^2}\,t .$$

Since $r=t-1$, the left side is $2ik(t-1)$. Dividing by $2ik$ gives $t-1=-igt$ with $g=mS/(\hbar^2k)$, so $t=1/(1+ig)$. The probabilities are

$$T=\frac1{1+g^2},\qquad R=\frac{g^2}{1+g^2},\qquad \frac RT=g^2=\frac{\beta}{\mu^2},\qquad \beta=\left(\frac{mS}{\hbar^2k_F}\right)^2 .$$

At $\mu=1$ this reads $\beta=R_0/(1-R_0)$, where $R_0$ is the reflection probability at normal incidence. Grazing carriers are reflected most.

Q: The electric field must be uneven near such planes. Do you need Poisson's equation?

A: Not for the resistance in linear response. Let $U(x)$ be the electrostatic potential energy and $E$ the total energy. For each direction write the distribution as $f=f_0(E-\psi)$, with $f_0$ the equilibrium function, so that $\psi$ is the local level to which carriers of that direction are filled. In terms of kinetic energy $\varepsilon=E-U$, this is $f_0(\varepsilon)-f_0'(\varepsilon)\chi$ with $\chi=\psi-U$. The linearized Boltzmann equation is

$$v_x(\chi'+U')=-\frac{\chi-\langle\chi\rangle}{\tau},$$

where the brackets are an average over directions. The left side is $v_x\psi'$. On the right $U$ cancels, because it is the same for all directions. With $\psi_\pm(x,\mu)$ for right and left movers,

$$\pm\mu\lambda\,\psi_\pm'=-(\psi_\pm-\varphi),\qquad \varphi=\frac12\int_0^1(\psi_++\psi_-)\,d\mu .$$

The potential has dropped out. The planes conserve $E$, so they mix the levels $\psi_\pm$ directly.

Q: How do I read the current from these levels?

A: Define the even and odd parts $m_e=(\psi_++\psi_-)/2$ and $u=(\psi_+-\psi_-)/2$. Half the difference and half the sum of the two equations give

$$\mu\lambda\,m_e'=-u,\qquad \mu\lambda\,u'=-(m_e-\varphi).$$

The particle current is $Nv_F J$, with $N$ the density of states at the Fermi level and $J=\int_0^1\mu u\,d\mu$. Integrating the second equation over $\mu$ gives $\lambda J'=-\int_0^1 m_e\,d\mu+\varphi=0$, so $J$ is the same at every $x$.

Without planes, a level falling with slope $-G$ gives $u=\mu\lambda G$ and $J_0=\lambda G/3$. The driving force is $G$, so the conductivity is $\sigma_0=e^2Nv_F\lambda/3$. For carrier density $n$, $N=3n/(mv_F^2)$, and hence

$$\sigma_0=\frac{ne^2\lambda}{mv_F}=\frac{ne^2\tau}{m},\qquad \lambda=\frac{\hbar k_F}{ne^2\rho_0}.$$

With planes present I keep the same mean slope $G$, so $\rho_0/\rho=J/J_0$.

Q: Now the plane itself. I would guess that it removes a fraction $R$ of the current-carrying deviation.

A: That guess misses two things, and the boundary conditions show both. Let $L$ and $P$ label the left and right faces of a plane. I add probabilities, not amplitudes, for successive planes; that is an assumption. Carriers leaving the plane are a mixture of transmitted and reflected ones:

$$\psi_+^P=T\psi_+^L+R\psi_-^P,\qquad \psi_-^L=T\psi_-^P+R\psi_+^L .$$

Let $\Delta=\psi_+^L-\psi_-^P$ be the difference between the two incoming levels. Using $R+T=1$,

$$\psi_+^P-\psi_-^P=T\Delta,\qquad \psi_+^L-\psi_-^L=T\Delta .$$

So $u$ is continuous, with $2u=T\Delta$. The drops of the two levels across the plane are

$$\psi_+^L-\psi_+^P=R\Delta,\qquad \psi_-^L-\psi_-^P=R\Delta .$$

The even part therefore drops by $R\Delta=2uR/T$. The factor 2 is there because reflection reverses a carrier's contribution to $u$ instead of erasing it. The $1/T$ is there because the incoming difference $\Delta$ must exceed the transmitted $2u$ by that factor.

Q: You have a jump at the plane and a slope in the grain. How are they combined?

A: In the steady periodic state every level falls by the same amount $GD$ per period, whatever its $\mu$. Adding the fall inside one grain to the jump at one plane gives

$$GD=\frac1{\mu\lambda}\int_{\rm grain}u\,dx+\frac{2\beta}{\mu^2}\,u_p ,$$

where $u_p$ is $u$ at the plane. Multiply by $\mu\lambda/D$ and write $\bar u$ for the grain average of $u$:

$$\mu\lambda G=\bar u+\frac{\alpha}{\mu}\,u_p,\qquad \alpha=\frac{2\lambda}{D}\,\frac{R_0}{1-R_0}. \tag{1}$$

Nothing has been approximated here beyond the semiclassical model already stated.

Q: But (1) has two unknowns, $\bar u$ and $u_p$.

A: Here an approximation enters: take $u$ as uniform across the grain, $u_p=\bar u$. Then $\bar u(1+\alpha/\mu)=\mu\lambda G$, or

$$\bar u=\lambda G\,\frac{\mu^2}{\mu+\alpha},\qquad \frac{\rho_0}{\rho}=\frac{\int_0^1\mu\bar u\,d\mu}{\lambda G/3}=3\int_0^1\frac{\mu^3}{\mu+\alpha}\,d\mu .$$

To integrate, use $\mu^3+\alpha^3=(\mu+\alpha)(\mu^2-\alpha\mu+\alpha^2)$, so that

$$\frac{\mu^3}{\mu+\alpha}=\mu^2-\alpha\mu+\alpha^2-\frac{\alpha^3}{\mu+\alpha}.$$

The four terms integrate to $1/3$, $-\alpha/2$, $\alpha^2$ and $-\alpha^3\ln[(1+\alpha)/\alpha]$. This gives the Mayadas-Shatzkes ratio

$$\frac{\rho_0}{\rho}=3\left[\frac13-\frac\alpha2+\alpha^2-\alpha^3\ln\left(1+\frac1\alpha\right)\right]. \tag{2}$$

Q: When is a uniform $u$ justified?

A: When a carrier crosses many grains between bulk collisions. The equation for $u'$ shows that $u$ varies only through $m_e-\varphi$, which is at most of order $GD$ within a grain. The change of $u$ across a grain is then of order $GD^2/(\mu\lambda)$. Relative to $\bar u$ this is of order $(D/\lambda)^2(\mu+\alpha)/\mu^3$. At fixed $\alpha$ it vanishes as $D/\lambda\to0$, except in a shrinking range of grazing directions that carry little current.

Q: I know $\alpha$ as $(\lambda/D)R/(1-R)$, without your factor 2.

A: That customary form gives the same curve if its $R$ is an effective parameter. Equating the two expressions for $\alpha$ gives

$$\frac{R}{1-R}=\frac{2R_0}{1-R_0}\;\Rightarrow\; R(1-R_0)=2R_0(1-R)\;\Rightarrow\; R=\frac{2R_0}{1+R_0}.$$

For the delta planes treated here, the customary $R$ is thus not the reflection probability of one plane. For weak reflection it is about twice that probability. This conversion belongs to the delta barrier. A different dependence of the reflection on angle gives a different relation; if the reflection were the same at all angles, the customary $R$ would equal $R_0$ to first order.

Q: What does (2) give for weak reflection?

A: For small $\alpha$ it reads $\rho_0/\rho=1-y$, with $y=3\alpha/2-3\alpha^2+\dots$, the omitted terms being of order $\alpha^3\ln(1/\alpha)$. Inverting with $1/(1-y)=1+y+y^2+\dots$ gives

$$\frac{\rho}{\rho_0}=1+\frac{3\alpha}2+\left(\frac94-3\right)\alpha^2+\dots=1+\frac{3\alpha}2-\frac{3\alpha^2}4+\dots$$

Since $\alpha=2(\lambda/D)R_0$ to first order in $R_0$, the linear correction is

$$\frac{\rho}{\rho_0}\simeq1+3\,\frac{\lambda}{D}\,R_0 . \tag{3}$$

In terms of the customary $R$ it is $1+\frac32(\lambda/D)R$.

Q: In a silicide at room temperature the mean free path is likely to be shorter than the grain. Your uniform $u$ is then unjustified, and (3) falls with it.

A: Equation (3) survives, because it can be obtained without that approximation. Multiply (1) by $\mu$ and integrate over $\mu$. Since $J$ does not depend on $x$, $\int_0^1\mu\bar u\,d\mu=J$, and

$$J=\frac{\lambda G}3-\alpha\int_0^1u_p\,d\mu,\qquad \frac{\rho_0}\rho=1-\frac{3\alpha}{\lambda G}\int_0^1u_p\,d\mu .$$

The correction already carries a factor $\alpha$, so to first order $u_p$ may be replaced by its value without planes, $\mu\lambda G$. The integral is then $\lambda G/2$ and the correction is $-3\alpha/2$, for any fixed $\lambda/D$.

The replacement fails for grazing directions, $\mu\lesssim\sqrt\beta$, where even a weak barrier reflects strongly. That range shrinks to zero with $\beta$. Within it $u_p$ stays finite, since each $\psi_\pm$ is an average of $\varphi$ over the places of last bulk collision. The leading term is unaffected.

The argument also covers unequal grains. With several planes in a long length, the last term of (1) becomes a sum over planes, and to first order only their number per unit length, $1/D$, matters.

Q: Can you show this with numbers?

A: The equations for $\psi_\pm$ can be solved numerically with the mixing conditions at the planes and no assumption about $u$. I used 20 values of $\mu$ for each sense of motion and 60 cells in half a grain; antisymmetry about the grain centre supplies the other half. For $\beta=10^{-4}$, the quantity $(\rho/\rho_0-1)D/(\lambda\beta)$ should be close to 3. It is 2.998, to within 0.001, for each of $\lambda/D=0.3$, 1 and 3.

Q: And the opposite limit, nearly opaque planes?

A: For $\alpha\gg1$ the integrand in (2) becomes $\mu^3/\alpha$, so $\rho_0/\rho\to3/(4\alpha)$ and $\rho/\rho_0\to4\alpha/3$. If $\beta\gg1$ as well, this too follows without a uniform $u$. Almost the whole fall $GD$ then occurs at the planes, so the balance per period reduces to $GD=2\beta u_p/\mu^2$. Hence

$$u_p=\frac{GD\mu^2}{2\beta},\qquad J=\int_0^1\mu u_p\,d\mu=\frac{GD}{8\beta},\qquad \frac\rho{\rho_0}=\frac{\lambda G/3}{GD/(8\beta)}=\frac{8\beta\lambda}{3D}=\frac{4\alpha}3 .$$

Formula (2) is therefore correct at leading order at both ends. Its error between them does not follow from this and has to be computed.

Q: Put in a real silicide.

A: Take a cobalt disilicide film near room temperature, with rough values: $\rho_0=15\ \mu\Omega\,$cm, $n=3\times10^{22}$ cm$^{-3}$, the free-electron mass, and grain spacing and thickness both 30 nm. The reflection probability $R_0=0.10$ is a chosen value, not a measured one. Then

$$k_F=(3\pi^2n)^{1/3}=9.61\ \mathrm{nm^{-1}},\qquad \lambda=\frac{\hbar k_F}{ne^2\rho_0}=8.78\ \mathrm{nm},$$

$$\beta=\frac{0.10}{0.90}=0.111,\qquad \alpha=2\times\frac{8.78}{30}\times0.111=0.065 .$$

The barrier strength is $S=\hbar^2k_F\sqrt\beta/m=0.244$ eV nm, and the effective $R$ of the customary formula is $0.20/1.10=0.18$. Formula (2) gives $\rho/\rho_0=1.095$, or $\rho=16.4\ \mu\Omega\,$cm. The law linear in $\alpha$ gives 1.098, and (3), linear in $R_0$, gives 1.088.

Q: With $\lambda/D=0.29$ you are outside the regime $D\ll\lambda$. How wrong is (2)?

A: The numerical grain solution answers that. Here only $R_0$ is varied:

| $R_0$ | $\alpha$ | (2) | $1+3\alpha/2$ | grain solution |
|---|---|---|---|---|
| 0.05 | 0.031 | 1.046 | 1.046 | 1.045 |
| 0.10 | 0.065 | 1.095 | 1.098 | 1.093 |
| 0.20 | 0.146 | 1.211 | 1.219 | 1.205 |
| 0.40 | 0.390 | 1.550 | 1.585 | 1.535 |

In these four cases (2) overestimates the added resistivity $\rho-\rho_0$ by about 3 percent of its value. The linear law does worse as $R_0$ grows: at $R_0=0.40$ its added resistivity is 9 percent too large.

Q: Does cooling the film make the boundaries matter more?

A: Relatively, yes; in absolute terms, hardly. From (3) the added resistivity is $3\rho_0\lambda R_0/D$, and $\rho_0\lambda=\hbar k_F/(ne^2)$ does not contain the scattering time. Keep $n$, $D$ and $R_0$ fixed and lower the bulk resistivity to a rough residual value of $3\ \mu\Omega\,$cm. Then $\lambda=43.9$ nm, $\alpha=0.325$ and (2) gives $\rho/\rho_0=1.46$ instead of 1.095. The added resistivity is $1.38\ \mu\Omega\,$cm, against 1.43 in the warm film. The difference is comparable with the error of (2) found above, so no trend should be read from it.

Q: A real film also has two surfaces, and its carriers are not free electrons.

A: The surfaces are a large omission. Suppose that they scatter completely diffusely, and let $\nu$ be the magnitude of the direction cosine along the film normal. A carrier at distance $z$ from the surface it last left has regained a fraction $1-e^{-z/(\lambda\nu)}$ of its bulk deviation. Weighting by the squared velocity along the current, which averages to $(1-\nu^2)/2$ around the normal, and averaging over the thickness $h$ gives

$$\frac{\rho_0}{\rho}=\frac32\int_0^1(1-\nu^2)\,\frac1h\int_0^h\left[1-e^{-z/(\lambda\nu)}\right]dz\,d\nu .$$

For $h=30$ nm and no grain boundaries, numerical integration gives $\rho/\rho_0=1.12$. This increase of 12 percent exceeds the 9.5 percent from the boundaries. Attributing the whole excess resistivity of such a film to grain boundaries would then overestimate $R_0$ considerably. Smoother surfaces would contribute less.

The band matters too. Cobalt disilicide has several sheets of holes, so the one-band values of $k_F$ and $\lambda$ are model estimates. As a measure, double the mass along the current, halve the product of the two transverse masses, and keep $\rho_0$, $R_0$ and the Fermi energy fixed; $n$ is then unchanged. Then $\tau\propto m_x$ and the largest velocity along $x$ varies as $m_x^{-1/2}$, so the path along $x$, and with it $\alpha$, grows by $\sqrt2$. The ratio rises by 0.039.

Q: And if the boundary is not a delta barrier?

A: Then the angular law changes, and with it the coefficient in (3). Suppose that $R$ equals $R_0$ at all angles. The jump term in the balance becomes $2\beta u_p$, and a uniform $u$ gives

$$\bar u=\frac{\mu\lambda G}{1+2\mu(\lambda/D)\beta},\qquad \frac{\rho_0}{\rho}=3\int_0^1\frac{\mu^2\,d\mu}{1+2\mu(\lambda/D)\beta}\simeq1-\frac32\,\frac\lambda D\,\beta .$$

The linear correction is half that of the delta barrier with the same $R_0$. In the example the ratio falls by 0.047, which is about half of the boundary effect. The change can also go the other way. A delta barrier stands for a barrier of width $w$ only if $k_Fw\ll1$, here $w\ll0.1$ nm, which a boundary of atomic width does not satisfy. A wider barrier with the same $R_0$ reflects oblique carriers more strongly. For a rectangular barrier of height $V_0$, $R/T=V_0^2\sin^2(qw)/[4E_x(E_x-V_0)]$ with $E_x=\hbar^2k_F^2\mu^2/2m$ and $\hbar^2q^2/2m=E_x-V_0$. With $V_0$ chosen so that $R_0=0.10$, the grain solution of the example gives $\rho/\rho_0=1.11$, 1.16 and 1.33 for $w=0.1$, 0.2 and 0.3 nm, against 1.093 for the delta barrier. At 0.3 nm this shift exceeds the surface effect. A value of $R_0$ inferred from resistivity is thus tied to the assumed barrier, and the numbers of the example illustrate the model rather than predict a real film.

Q: You added probabilities. Can waves reflected by neighbouring planes not interfere?

A: They can. At normal incidence a wave that goes to the next plane and back travels $2D$, and bulk scattering reduces its amplitude by $e^{-D/\lambda}$. In the warm film this is 0.033, so interference is weak. In the cold film $D/\lambda=0.68$ and about half of the amplitude survives. Incoherence then rests on irregular spacing: the round-trip phase $2k_FD$ is 577 rad, and changing $D$ by a third of a nanometre shifts it by a full turn. This suffices here, where a carrier meets only one or two planes per mean free path. Where it is reflected several times within a mean free path, flat planes at irregular distances begin to localize the waves, and adding probabilities underestimates the resistance unless the phase is lost between planes. Equally spaced, perfectly flat planes in a cold, clean film would violate the assumption. Thermal smearing also blurs the phase. At 300 K, $k_BT$ is 0.7 percent of the Fermi energy of 3.5 eV; since $k\propto\sqrt{\varepsilon}$, this changes $k$ by half as much in relative terms and the round-trip phase by about 2 rad, which weakens interference further in the warm film.
